# Singlet BCS States as Determinants of a Pair Function, with Unpaired Electrons: a program that tests the result

```python
# Result under test: the 2n-electron part of a singlet BCS state
#   prod_k (u_k + v_k c+_{k,up} c+_{-k,down}) |0>
# has position amplitudes prod(u_k) * det[phi(r_i, r'_j)], where
#   phi(r, r') = sum_k (v_k/u_k) w_k(r) w_{-k}(r'),
# r_i are up positions, r'_j down positions and w_k normalized orbitals.
# Unpaired electrons add orbital columns (up) and orbital rows (down).
# The reference side is an explicit fermionic Fock space on a six-site ring.
import itertools
import math
import numpy as np

L = 6
UP, DOWN = 0, 1
index = np.arange(2 ** (2 * L))
occupation = (index[:, None] >> np.arange(2 * L)) & 1
below = np.cumsum(occupation, axis=1) - occupation
sign = 1 - 2 * (below % 2)
electron_count = occupation.sum(axis=1)
doubles = (occupation[:, :L] * occupation[:, L:]).sum(axis=1)
empty_states = [index[occupation[:, m] == 0] for m in range(2 * L)]
rng = np.random.default_rng(7)


def vacuum():
    vec = np.zeros(len(index), dtype=complex)
    vec[0] = 1.0
    return vec


def create(site, spin, vec):
    mode = site + L * spin
    src = empty_states[mode]
    out = np.zeros_like(vec)
    out[src | (1 << mode)] = sign[src, mode] * vec[src]
    return out


def annihilate(site, spin, vec):
    mode = site + L * spin
    src = empty_states[mode]
    out = np.zeros_like(vec)
    out[src] = sign[src, mode] * vec[src | (1 << mode)]
    return out


def create_orbital(orbital, spin, vec):
    return sum(orbital[r] * create(r, spin, vec) for r in range(L))


def create_pair(phi, vec):
    down = [create(s, DOWN, vec) for s in range(L)]
    return sum(create(r, UP, sum(phi[r, s] * down[s] for s in range(L)))
               for r in range(L))


def paired_state(phi, n, up_orbs=(), down_orbs=()):
    vec = vacuum()
    for orb in reversed(down_orbs):
        vec = create_orbital(orb, DOWN, vec)
    for orb in reversed(up_orbs):
        vec = create_orbital(orb, UP, vec)
    for j in range(1, n + 1):
        vec = create_pair(phi, vec) / j
    return vec


def fock_amplitude(vec, ups, downs, n):
    # configuration: n up-down pairs, then remaining ups, then remaining downs
    order = []
    for i in range(n):
        order += [(ups[i], UP), (downs[i], DOWN)]
    order += [(r, UP) for r in ups[n:]] + [(r, DOWN) for r in downs[n:]]
    config = vacuum()
    for site, spin in reversed(order):
        config = create(site, spin, config)
    return np.vdot(config, vec)


def bordered_det(phi, ups, downs, up_orbs=(), down_orbs=()):
    ups, downs = list(ups), list(downs)
    nu, nd = len(ups), len(downs)
    size = nu + len(down_orbs)
    assert size == nd + len(up_orbs)
    matrix = np.zeros((size, size), dtype=complex)
    matrix[:nu, :nd] = phi[np.ix_(ups, downs)]
    for l, orb in enumerate(up_orbs):
        matrix[:nu, nd + l] = orb[ups]
    for l, orb in enumerate(down_orbs):
        matrix[nu + l, :nd] = orb[downs]
    return np.linalg.det(matrix)


def configurations(n_up, n_down):
    return itertools.product(itertools.combinations(range(L), n_up),
                             itertools.combinations(range(L), n_down))


def spin_squared(vec, sz):
    raised = sum(create(r, UP, annihilate(r, DOWN, vec)) for r in range(L))
    return sz * (sz + 1) + np.vdot(raised, raised).real / np.vdot(vec, vec).real


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# General pair functions and borders, all configurations of each case
largest_general_error = 0.0
for n, a, b in [(2, 0, 0), (3, 0, 0), (2, 1, 0), (2, 2, 0),
                (1, 1, 1), (2, 2, 1), (1, 3, 1), (1, 2, 2)]:
    phi_random = random_complex(L, L)
    chi = [random_complex(L) for _ in range(a)]
    eta = [random_complex(L) for _ in range(b)]
    state = paired_state(phi_random, n, chi, eta)
    exact, formula = [], []
    for ups, downs in configurations(n + a, n + b):
        exact.append(fock_amplitude(state, ups, downs, n))
        formula.append((-1) ** (a * b)
                       * bordered_det(phi_random, ups, downs, chi, eta))
    exact, formula = np.array(exact), np.array(formula)
    error = np.max(abs(exact - formula)) / np.max(abs(exact))
    largest_general_error = max(largest_general_error, error)
assert largest_general_error < 1e-11

# Spin: symmetric pair functions give S = m/2, a nonsymmetric one does not
phi_any = random_complex(L, L)
phi_sym = phi_any + phi_any.T
chi = [random_complex(L) for _ in range(2)]
spin_values = [spin_squared(paired_state(phi_sym, 2, chi[:m]), m / 2)
               for m in range(3)]
assert np.allclose(spin_values, [0.0, 0.75, 2.0], atol=1e-11)
spin_nonsymmetric = spin_squared(paired_state(phi_any, 2), 0.0)
assert spin_nonsymmetric > 1e-2

# Adding chi(r) h(r') to phi leaves the state with chi occupied unchanged
state_before = paired_state(phi_sym, 2, chi[:1])
state_after = paired_state(phi_sym + np.outer(chi[0], random_complex(L)),
                           2, chi[:1])
assert np.allclose(state_before, state_after, rtol=1e-10, atol=1e-10)


# Continuous positions: antisymmetrize products of singlet pairs explicitly
def continuum_pair(r, s):
    return (math.exp(-np.linalg.norm(r) - np.linalg.norm(s))
            * (1 + 0.5 * np.linalg.norm(r - s)))


antisym_ratios = []
for n in (2, 3):
    points = rng.normal(size=(2 * n, 3))
    spins = [UP, DOWN] * n
    pair_table = np.array([[continuum_pair(p, q) for q in points]
                           for p in points])
    total = 0.0
    for perm in itertools.permutations(range(2 * n)):
        inversions = sum(perm[i] > perm[j] for i in range(2 * n)
                         for j in range(i + 1, 2 * n))
        term = (-1.0) ** inversions
        for i in range(0, 2 * n, 2):
            p, q = perm[i], perm[i + 1]
            singlet = (spins[q] - spins[p]) / math.sqrt(2)
            term *= pair_table[p, q] * singlet
        total += term
    ratio = total / np.linalg.det(pair_table[0::2, 1::2])
    assert abs(ratio / (2 ** (n / 2) * math.factorial(n)) - 1) < 1e-8
    antisym_ratios.append(ratio)

# Worked example: energies in units of the hopping t
hopping, mu, gap = 1.0, -0.5, 1.0
momenta = [-2, -1, 0, 1, 2, 3]          # k = 2 pi m / L
sites = np.arange(L)
wave = {m: np.exp(2j * np.pi * m * sites / L) / math.sqrt(L)
        for m in range(-3, 4)}
xi = {m: -2 * hopping * math.cos(2 * math.pi * m / L) - mu for m in momenta}
energy = {m: math.hypot(xi[m], gap) for m in momenta}
u = {m: math.sqrt((1 + xi[m] / energy[m]) / 2) for m in momenta}
v = {m: math.sqrt((1 - xi[m] / energy[m]) / 2) for m in momenta}
g = {m: v[m] / u[m] for m in momenta}


def pair_function(members):
    return sum(g[m] * np.outer(wave[m], wave[-m]) for m in members)


def apply_bcs(vec, members):
    for m in members:
        pair = create_orbital(wave[m], UP, create_orbital(wave[-m], DOWN, vec))
        vec = u[m] * vec + v[m] * pair
    return vec


phi = pair_function(momenta)
assert np.max(abs(phi.imag)) < 1e-12 and np.allclose(phi, phi.T)
bcs = apply_bcs(vacuum(), momenta)
assert abs(np.vdot(bcs, bcs).real - 1) < 1e-12
prod_u = math.prod(u.values())
for n in range(1, L + 1):
    for ups, downs in configurations(n, n):
        difference = (fock_amplitude(bcs, ups, downs, n)
                      - prod_u * bordered_det(phi, ups, downs))
        assert abs(difference) < 1e-12

mean_number = float(np.sum(electron_count * abs(bcs) ** 2))
assert abs(mean_number - 2 * sum(x * x for x in v.values())) < 1e-12
six = np.where(electron_count == 6, bcs, 0)
six_weight = np.vdot(six, six).real
six_spin = spin_squared(six, 0.0)
assert abs(six_spin) < 1e-11

configs6 = list(configurations(3, 3))
dets = np.array([bordered_det(phi, a, b) for a, b in configs6])
shared = np.array([len(set(a) & set(b)) for a, b in configs6])
det_norm = np.sum(abs(dets) ** 2)
assert abs(prod_u ** 2 * det_norm - six_weight) < 1e-12
double_occ = np.sum(shared * abs(dets) ** 2) / det_norm
double_fock = np.sum(doubles * abs(six) ** 2) / six_weight
assert abs(double_occ - double_fock) < 1e-11

# Expansion of one determinant in products of Slater determinants
subsets = list(itertools.combinations(momenta, 3))


def slater_product(subset, ups, downs):
    up = np.array([wave[m][list(ups)] for m in subset])
    down = np.array([wave[-m][list(downs)] for m in subset])
    return np.linalg.det(up) * np.linalg.det(down)


for (ups, downs), value in zip(configs6, dets):
    expansion = sum(math.prod(g[m] for m in s) * slater_product(s, ups, downs)
                    for s in subsets)
    assert abs(expansion - value) < 1e-11

# Fermi sea: only the three lowest levels in the pair function
sea = (-1, 0, 1)
phi_sea = pair_function(sea)
sea_dets = np.array([bordered_det(phi_sea, a, b) for a, b in configs6])
sea_product = np.array([math.prod(g[m] for m in sea) * slater_product(sea, a, b)
                        for a, b in configs6])
assert np.allclose(sea_dets, sea_product, atol=1e-11)
sea_double = np.sum(shared * abs(sea_dets) ** 2) / np.sum(abs(sea_dets) ** 2)

# One blocked up orbital: real k = 0 and complex k = pi/3
for q in (0, 1):
    others = [m for m in momenta if m != q]
    blocked = apply_bcs(create_orbital(wave[q], UP, vacuum()), others)
    prefactor = math.prod(u[m] for m in others)
    for ups, downs in configurations(3, 2):
        exact = fock_amplitude(blocked, ups, downs, 2)
        for pair in (phi, pair_function(others)):
            value = prefactor * bordered_det(pair, ups, downs, [wave[q]])
            assert abs(exact - value) < 1e-12
    if q == 0:
        blocked_zero, prefactor_zero, others_zero = blocked, prefactor, others
five = np.where(electron_count == 5, blocked_zero, 0)
five_spin = spin_squared(five, 0.5)
assert abs(five_spin - 0.75) < 1e-11


def row_text(matrix):
    return " | ".join(" ".join(f"{x + 0.0:.5f}" for x in row)
                      for row in np.asarray(matrix).real)


print(f"sites {L}; t = {hopping} t, mu = {mu} t, gap = {gap} t")
for m in range(4):
    print(f"k={m}*pi/3: xi={xi[m]:.4f} t, E={energy[m]:.4f} t, "
          f"u={u[m]:.5f}, v={v[m]:.5f}, g={g[m]:.5f}")
for d in range(4):
    print(f"pair function at distance {d} sites: {phi[d, 0].real:.6f}")
print(f"product of all u_k: {prod_u:.6f}")
print(f"mean electron number of BCS state: {mean_number:.5f}")
print(f"weight of six-electron sector: {six_weight:.6f}")
print(f"sum of squared determinants, six electrons: {det_norm:.5f}")
print(f"number of six-electron configurations: {len(configs6)}")
print(f"Slater products in the expansion: {len(subsets)}")
for ups, downs in [((0, 2, 4), (0, 2, 4)), ((0, 2, 4), (1, 3, 5)),
                   ((0, 1, 2), (0, 1, 3))]:
    value = bordered_det(phi, ups, downs).real
    print(f"up {ups}, down {downs}: matrix rows")
    print("  " + row_text(phi[np.ix_(ups, downs)]))
    print(f"  determinant {value:.6f}, times prod u {prod_u * value:.6f}")
    print(f"  Fock amplitude {fock_amplitude(bcs, ups, downs, 3).real:.6f}, "
          f"probability in sector {value ** 2 / det_norm:.6f}")
print(f"doubly occupied sites, projected BCS: {double_occ:.5f}")
print(f"doubly occupied sites, Fermi sea: {sea_double:.5f}")
print(f"<S^2>, six electrons: {six_spin:.6f} hbar^2")

ups, downs = (0, 2, 4), (0, 2)
bordered = np.column_stack([phi[np.ix_(ups, downs)], wave[0][list(ups)]])
value = bordered_det(phi, ups, downs, [wave[0]]).real
reduced = bordered_det(pair_function(others_zero), ups, downs, [wave[0]]).real
print(f"five electrons, k=0 up blocked; up {ups}, down {downs}: rows")
print("  " + row_text(bordered))
print(f"  bordered determinant {value:.6f}")
print(f"  same with k=0 term removed from phi {reduced:.6f}")
print(f"  product of u_k without k=0: {prefactor_zero:.6f}")
print(f"  product times determinant {prefactor_zero * value:.6f}")
print(f"  Fock amplitude {fock_amplitude(five, ups, downs, 2).real:.6f}")
print(f"<S^2>, five electrons: {five_spin:.6f} hbar^2")
print("<S^2>, random symmetric phi, 0, 1, 2 unpaired: "
      + ", ".join(f"{x:.4f}" for x in spin_values) + " hbar^2")
print(f"<S^2>, random nonsymmetric phi: {spin_nonsymmetric:.4f} hbar^2")
print("antisymmetrized pairs / determinant, n=2, 3: "
      + ", ".join(f"{x:.6f}" for x in antisym_ratios))
print(f"largest relative error, general borders: {largest_general_error:.0e}")
print("finished without a failed check")
```

It prints:

```
sites 6; t = 1.0 t, mu = -0.5 t, gap = 1.0 t
k=0*pi/3: xi=-1.5000 t, E=1.8028 t, u=0.28978, v=0.95709, g=3.30278
k=1*pi/3: xi=-0.5000 t, E=1.1180 t, u=0.52573, v=0.85065, g=1.61803
k=2*pi/3: xi=1.5000 t, E=1.8028 t, u=0.95709, v=0.28978, g=0.30278
k=3*pi/3: xi=2.5000 t, E=2.6926 t, u=0.98196, v=0.18911, g=0.19258
pair function at distance 0 sites: 1.222830
pair function at distance 1 sites: 0.737575
pair function at distance 2 sites: 0.262425
pair function at distance 3 sites: 0.079946
product of all u_k: 0.072045
mean electron number of BCS state: 5.13390
weight of six-electron sector: 0.462539
sum of squared determinants, six electrons: 89.11391
number of six-electron configurations: 400
Slater products in the expansion: 20
up (0, 2, 4), down (0, 2, 4): matrix rows
  1.22283 0.26242 0.26242 | 0.26242 1.22283 0.26242 | 0.26242 0.26242 1.22283
  determinant 1.612020, times prod u 0.116137
  Fock amplitude 0.116137, probability in sector 0.029161
up (0, 2, 4), down (1, 3, 5): matrix rows
  0.73758 0.07995 0.73758 | 0.73758 0.73758 0.07995 | 0.07995 0.73758 0.73758
  determinant 0.672542, times prod u 0.048453
  Fock amplitude 0.048453, probability in sector 0.005076
up (0, 1, 2), down (0, 1, 3): matrix rows
  1.22283 0.73758 0.07995 | 0.73758 1.22283 0.26242 | 0.26242 0.73758 0.73758
  determinant 0.533595, times prod u 0.038443
  Fock amplitude 0.038443, probability in sector 0.003195
doubly occupied sites, projected BCS: 1.96752
doubly occupied sites, Fermi sea: 1.50000
<S^2>, six electrons: 0.000000 hbar^2
five electrons, k=0 up blocked; up (0, 2, 4), down (0, 2): rows
  1.22283 0.26242 0.40825 | 0.26242 1.22283 0.40825 | 0.26242 0.26242 0.40825
  bordered determinant 0.376559
  same with k=0 term removed from phi 0.376559
  product of u_k without k=0: 0.248615
  product times determinant 0.093618
  Fock amplitude 0.093618
<S^2>, five electrons: 0.750000 hbar^2
<S^2>, random symmetric phi, 0, 1, 2 unpaired: 0.0000, 0.7500, 2.0000 hbar^2
<S^2>, random nonsymmetric phi: 1.2174 hbar^2
antisymmetrized pairs / determinant, n=2, 3: 4.000000, 16.970563
largest relative error, general borders: 9e-16
finished without a failed check
```
